# The Thompson energy distribution of sputtered atoms, derived in two ways

## What scaling fixes, and what it leaves open

An energetic atom in a solid shares its energy $E_0$ with other atoms in a cascade of collisions. Let $F(E)\,dE$ be the mean number of collisions, per cascade, entered by an atom whose energy lies in $dE$. $F$ has the dimension of an inverse energy.

Suppose that collisions lose no energy and that their outcome depends on energy ratios alone. Far below $E_0$, the two partners of the first collision start independent cascades with energies that add up to $E_0$. A count proportional to the starting energy respects this addition. With $F\propto E_0$ and no other energy in the problem, dimensions require

$$F(E)=\Gamma\,\frac{E_0}{E^2},\qquad E\ll E_0 ,$$

with a pure number $\Gamma$.

The surface adds one energy, the surface binding energy $U$. The normalized spectrum outside must then have the form $U^{-1}h(E/U)$ for $E\ll E_0$, so any maximum lies at a fixed multiple of $U$. Scaling cannot supply the multiple. The two derivations below give

$$J(E,\theta)\propto\frac{E\cos\theta}{(E+U)^3},\qquad E_{\max}=\frac U2 .$$

Here $J\,dE\,d\Omega$ is the number of atoms leaving unit surface area per unit time, $E$ is the energy outside and $\theta$ is the angle from the outward normal. Thus $J$ is a flux per unit energy, and this matters: other ways of recording the same atoms have other maxima.

Both derivations assume an amorphous solid of one element, binary elastic collisions with atoms at rest, a constant mean free path $\lambda$, and $Q$ primaries per unit volume and time, spread uniformly. The flux arriving at the surface from inside is taken to be the isotropic flux of the infinite solid.

## First derivation: hard spheres and refraction

**Energy sharing.** Let a moving sphere of energy $E'$ strike an equal sphere at rest. The impulse acts along the line of centres, at angle $\psi$ to the initial velocity. The struck atom takes the velocity component along that line, and hence the energy fraction $t=\cos^2\psi$. The other atom keeps the perpendicular component and the fraction $1-t=\sin^2\psi$.

If $D$ is the distance between centres at contact, the impact parameter is $b=D\sin\psi$. Equal areas of the target disc are equally likely, so $b^2/D^2=1-t$ is uniform between 0 and 1, and so is $t$. Each partner therefore has an energy distributed with density $1/E'$ on $(0,E')$.

**Collision density.** An atom entering a collision at $E$ is either the primary or one of the two products of an earlier collision at $E'>E$:

$$F(E)=\delta(E-E_0)+\int_E^{E_0}F(E')\frac{2}{E'}\,dE' .$$

Write $F=\delta(E-E_0)+G$. The delta function contributes $2/E_0$ to the integral, so

$$G(E)=\frac2{E_0}+\int_E^{E_0}\frac{2G(E')}{E'}\,dE' .$$

Differentiation with respect to the lower limit gives $G'=-2G/E$, hence $G=C/E^2$. At $E=E_0$ the integral vanishes and $G(E_0)=2/E_0$, so $C=2E_0$. Below the primary energy,

$$F(E)=\frac{2E_0}{E^2},\qquad 0<E<E_0 .$$

For hard spheres, therefore, $\Gamma=2$, and the law holds up to $E_0$.

**Flux.** An atom travels a mean distance $\lambda$ before each collision. The track length per unit volume, time and energy is the scalar flux,

$$\phi(E)=Q\lambda F(E)=\frac{2Q\lambda E_0}{E^2}.$$

**Approach to isotropy.** Let $F_1$ be the collision density weighted with the direction cosine along the primary direction. A collision that turns $E'$ into $E$ deflects by an angle of cosine $\sqrt{E/E'}$, for either partner. The average over azimuth multiplies the old direction cosine by this factor, so

$$F_1(E)=\delta(E-E_0)+\int_E^{E_0}F_1(E')\frac2{E'}\sqrt{\frac E{E'}}\,dE'.$$

Put $F_1=\delta(E-E_0)+\sqrt E\,K(E)$. Then

$$K(E)=\frac{2}{E_0^{3/2}}+\int_E^{E_0}\frac{2K(E')}{E'}\,dE' .$$

This is the previous equation with another constant, so $K=2\sqrt{E_0}/E^2$. The mean cosine is

$$\frac{F_1}{F}=\frac{2\sqrt{E_0}\,E^{-3/2}}{2E_0E^{-2}}=\sqrt{\frac{E}{E_0}} .$$

Higher angular moments, of order $l$, carry the factor $P_l(\sqrt{E/E'})$. A power $E^{-s}$ then requires $2\int_0^1x^{s-1}P_l(\sqrt x)\,dx=1$. Since $|P_l|<1$ inside the interval, the left side has modulus below 1 whenever $\mathrm{Re}\,s\ge2$. No such moment can therefore rise as steeply as $E^{-2}$, and directional memory fades at low energy.

**Crossing the surface.** A planar barrier acts along the normal. If an atom arrives with energy $E_i$ at angle $\theta_i$, conservation of energy and of parallel momentum gives

$$E=E_i-U,\qquad E\sin^2\theta=E_i\sin^2\theta_i .$$

Subtracting the second relation from the first gives $E\cos^2\theta=E_i\cos^2\theta_i-U$, so escape requires $E_i\cos^2\theta_i>U$.

At fixed energy, differentiation of the second relation gives $E\sin\theta\cos\theta\,d\theta=E_i\sin\theta_i\cos\theta_i\,d\theta_i$. The azimuth is unchanged, so

$$E\cos\theta\,d\Omega=E_i\cos\theta_i\,d\Omega_i .$$

Since $E$ does not depend on $\theta_i$, the Jacobian is the product of this angular factor and $dE/dE_i=1$.

The number arriving at the plane per unit area and time is $\phi(E_i)\cos\theta_i\,dE_i\,d\Omega_i/(4\pi)$. Replacing $\cos\theta_i\,d\Omega_i$ by $(E/E_i)\cos\theta\,d\Omega$, with $E_i=E+U$, gives

$$J(E,\theta)=\frac{\phi(E+U)}{4\pi}\,\frac{E\cos\theta}{E+U}
=\frac{Q\lambda E_0}{2\pi}\,\frac{E\cos\theta}{(E+U)^3}.$$

Two powers in the denominator come from the cascade and one from refraction.

**Maximum.** At fixed $\theta$,

$$\frac{d}{dE}\frac{E}{(E+U)^3}=\frac{(E+U)-3E}{(E+U)^4}=\frac{U-2E}{(E+U)^4}.$$

The derivative is positive below $U/2$ and negative above it. The maximum is at $E=U/2$ for every $\theta<\pi/2$. It stays there after integration over angles, because $\int\cos\theta\,d\Omega=\pi$ does not depend on energy.

## Second derivation: energy flow and phase-space density

This route does not assume hard-sphere sharing and does not follow angles through the surface.

**Any scale-free sharing law.** Let the struck atom receive a fraction $t$ with normalized probability density $g(t)$, the same at all energies. Far below the source,

$$F(E)=\int_E^\infty F(E')\left[g\!\left(\frac E{E'}\right)+g\!\left(1-\frac E{E'}\right)\right]\frac{dE'}{E'} .$$

Try $F\propto E^{-q-1}$ and substitute $t=E/E'$. Then $dE'/E'$ becomes $dt/t$ in magnitude, and $F(E')$ becomes $t^{q+1}F(E)$. After $t\to1-t$ in the second term, the condition is

$$\int_0^1g(t)\left[t^q+(1-t)^q\right]dt=1 .$$

For $q=1$ the bracket equals $t+(1-t)=1$: energy conservation solves the equation for every $g$. The left side falls as real $q$ increases, so there is no other real solution. A complex $q$ with $\mathrm{Re}\,q\ge1$ is excluded for a continuous $g$, because the oscillating phases make the modulus smaller than 1. Other powers in the solution are thus less steep than $E^{-2}$ and become negligible as $E/E_0\to0$.

**Amplitude.** All the energy $E_0$ must eventually pass below any chosen level $E$. In a collision at $E'>E$, the fragment $tE'$ lands below the level if $E'<E/t$. With $F=\Gamma E_0/E'^2$, these fragments carry

$$\int_E^{E/t}\frac{\Gamma E_0}{E'^2}\,tE'\,dE'=\Gamma E_0\,t\ln\frac1t .$$

Adding the other fragment, averaging over $g$ and equating the total to $E_0$ gives

$$\frac1\Gamma=-\int_0^1g(t)\left[t\ln t+(1-t)\ln(1-t)\right]dt .$$

For uniform sharing the right side is $-2\int_0^1t\ln t\,dt=\tfrac12$. Hence $\Gamma=2$, as before.

**Phase-space density.** Let $n(v)$ be the number of atoms per unit volume and per unit volume of velocity space inside the solid, and $M$ the atomic mass. The isotropic flux is $\phi\,dE=4\pi v^3n\,dv$. With $dE=Mv\,dv$ and $v^2=2E/M$,

$$n=\frac{M\phi}{4\pi v^2}=\frac{M^2\phi(E)}{8\pi E}\propto\frac1{E^3}.$$

In a static, collision-free barrier, $n$ is constant along each trajectory (Liouville's theorem). An atom outside with energy $E$ had energy $E+U$ inside, so the density outside is the inside density at $E+U$.

The outgoing flux is $v\cos\theta\,n\,v^2dv\,d\Omega$, and $v^3dv=(2E/M)(dE/M)$. Therefore

$$J=\frac{2E\cos\theta}{M^2}\,\frac{M^2\phi(E+U)}{8\pi(E+U)}
=\frac{\Gamma Q\lambda E_0}{4\pi}\,\frac{E\cos\theta}{(E+U)^3}.$$

For $\Gamma=2$ this is the first result, prefactor included.

The maximum now has a direct reading. Outside, the velocity-space volume per unit energy grows as $E^{1/2}$, and the speed that carries the atoms away supplies another factor $E^{1/2}$, while the phase-space density falls as $(E+U)^{-3}$. At the maximum the logarithmic slopes balance:

$$\frac1E=\frac3{E+U}\quad\Longrightarrow\quad E=\frac U2 .$$

## Limits and other ways of recording the spectrum

For $E\ll U$ the flux rises as $E/U^3$. For $U\ll E\ll E_0$ it falls as $E^{-2}$, as inside the solid.

For hard spheres the inverse-square law holds up to $E_0$, and the spectrum ends at $E_0-U$. Primaries that have not yet collided, the delta function in $F$, would add a line at that end; they are left out of the fractions and means below. Since

$$\frac{d}{dE}\left(\frac E{E+U}\right)^2=\frac{2UE}{(E+U)^3},$$

the fraction of atoms below $E$ is

$$P(E)=\frac{[E/(E+U)]^2}{(1-U/E_0)^2}.$$

For $U\ll E_0$, one ninth of the atoms lie below the maximum, and the median is near $(1+\sqrt2)U$.

For the mean, set $w=E+U$:

$$\int_U^{E_0}\frac{(w-U)^2}{w^3}dw=\ln\frac{E_0}U-\frac32+\frac{2U}{E_0}-\frac{U^2}{2E_0^2}.$$

The mean energy is this expression times $2U/(1-U/E_0)^2$. It grows logarithmically with $E_0$, although the maximum stays fixed.

A detector that responds to density weights each atom by $1/v$. The spectrum becomes $E^{1/2}/(E+U)^3$, and $\tfrac1{2E}=\tfrac3{E+U}$ puts the maximum at $U/5$. A flux plotted per unit speed gains a factor $dE/dv\propto E^{1/2}$. Then $\tfrac3{2E}=\tfrac3{E+U}$, and the maximum lies at the speed for which $E=U$.

## Copper struck by copper

Take $U=3.5$ eV, a rough value for copper, and $E_0=1000$ eV inside the solid. The maximum is at

$$E_{\max}=\frac{3.5\ \text{eV}}2=1.75\ \text{eV}=0.0643\ \text{hartree},$$

where a copper atom moves at 2.3 km/s.

The half-maximum points follow from $x=E/U$. The peak value of $x/(1+x)^3$ is $4/27$, so we need $x/(1+x)^3=2/27$, or

$$2x^3+6x^2-21x+2=(x-2)(2x^2+10x-1)=0 .$$

The positive roots are $x=2$ and $x=(3\sqrt3-5)/2\approx0.098$. They correspond to 7.00 and 0.34 eV, a full width of 6.66 eV. The median is 8.35 eV. The mean is

$$\frac{7.0\,(5.655-1.5+0.007)}{(0.9965)^2}\ \text{eV}\approx29.3\ \text{eV}.$$

The most probable energy thus says little about the average energy carried by an atom. The uncollided primaries left out here are only 0.35% of the atoms, but counting them would raise the mean to 32.7 eV.

The derivation was tested on 3000 simulated hard-sphere cascades. Between 3.5 and 7.1 eV they gave 289.6 collisions per cascade, as the formula does, and a mean cosine of 0.070, again as predicted. A sharing law favouring small transfers, $g=t^{-2/3}/3$, should halve the count in each successive octave of energy. The two measured ratios were 2.00 and 2.01.

Atoms from the hard-sphere cascades were then given isotropic directions and passed through the barrier by reducing the normal part of their energy. About 850,000 escaped. Their cumulative energy distribution differed from $P(E)$ by at most 0.0013. For $\cos\theta>0.8$ and $\cos\theta<0.4$ taken separately, the largest differences were 0.0026 and 0.0018. A smooth fit to the counts put the maximum at 1.74 eV. The density and speed maxima came out at 0.68 and 3.56 eV, against 0.70 and 3.50 eV from the formulas, which shows that the fit locates a maximum to within several hundredths of an eV.

As a control, $U$ was subtracted from every arriving atom regardless of direction. The expected spectrum is $\phi(E+U)/4\propto(E+U)^{-2}$, without an interior maximum. The counts indeed fell steadily, from 342,974 in the first interval of $U/4$ to 51,780 in the eighth. An energy loss alone does not produce the peak; the reduced escape of slow and oblique atoms does.

## What each derivation assumes

The first derivation needs uniform energy sharing. In return it gives the collision density at all energies below $E_0$ and shows how fast directions are forgotten. Its surface step needs a planar barrier, because it conserves parallel momentum.

The second accepts any smooth scale-free sharing law, but holds for $E\ll E_0$. Its surface step needs a static conservative force, an isotropic interior, and outgoing trajectories that all trace back into the solid. It also shows why the direction-blind control differs: at a plane, that rule does not conserve phase-space volume, so no static surface force can produce it.

Both rest on a lossless cascade, constant $\lambda$ and an undisturbed isotropic flux at the surface. Each can be relaxed for the copper numbers.

**Energy-dependent atomic size.** Let atoms repel as $A e^{-r/a}$. In a head-on collision of equal masses, the energy of relative motion is $E/2$, so the closest approach is $r=a\ln(2A/E)$. Treat this as the diameter of a hard sphere. Sharing stays uniform and $F$ is unchanged, but $\lambda\propto1/r^2$ now grows with energy. Locally $\lambda\propto E^{2m}$, with

$$2m=\frac{d\ln\lambda}{d\ln E}=\frac2{\ln(2A/E)} .$$

Then $\phi\propto E^{-2+2m}$ and $J\propto E/(E+U)^{3-2m}$. The condition $1/E=(3-2m)/(E+U)$ gives

$$E_{\max}=\frac{U}{2(1-m)} .$$

With a rough $A=20$ keV and the inside energy $1.5U=5.25$ eV, $m=1/\ln(40000/5.25)=0.112$. The maximum moves to 1.97 eV, about 13% above $U/2$. Numerical maximization with the full logarithm gives the same value to this accuracy. The last digit depends on the hard-sphere replacement: a local estimate with the classical deflection in the same potential gives about 1.94 eV. The model also shows its own limit. With a rough $a=0.2$ Å and the atomic density of copper, $\lambda$ is about 7 Å at 1000 eV but only about 1.2 Å at 5.25 eV, less than half the nearest-neighbour distance of 2.56 Å. At the energies that set the maximum, separate binary collisions are therefore an idealization.

**Energy lost at lattice sites.** If each struck atom loses a trial 1 eV on leaving its site, with $\lambda$ again constant, the simulated maximum is at about 2.1 eV, some 20% above $U/2$. This is the largest shift from a single effect found here, and its size depends strongly on the trial value: losses of 0.5 and 2 eV give about 12% and 35%.

**A real surface.** At an inside energy of 5.25 eV the mean cosine is still 0.07. The linear term of the angular distribution, three times the mean cosine, therefore reaches about 22% of the isotropic part. A hard-sphere simulation of a half-space at normal incidence includes this memory and the loss of escaping atoms. Its maximum, $1.77\pm0.02$ eV (standard error from five batches), is not distinguishable from $U/2$ given the accuracy of the fit. The mean, however, drops from 29.3 to 14.5 eV, and the median from 8.35 to 7.26 eV. The loss of escaping atoms is not the cause: if the solid is continued beyond the plane, no atom is removed, and the barrier is applied only in counting outward crossings, the mean and median are the same. The drop comes from starting the cascade at the plane and directed inward, so that few energetic atoms return to it.

For sputtering of real copper, then, $U/2$ is an estimate of the most probable energy, with upward corrections of order 10 to 20% from each of the first two effects as modelled here. They reinforce each other: taken together in the infinite solid, they move the maximum to about 2.45 eV, 40% above $U/2$. Their size also depends on geometry, since the energy-dependent $\lambda$ alone gives about 1.9 eV in the half-space. The high-energy tail is less reliable: for these numbers and constant $\lambda$ the infinite-solid formula overestimates the mean by a factor of two relative to the half-space model. With the energy-dependent $\lambda$ the two means are about 57 and 17 eV. Crystal structure, electronic losses and variations of $U$ between surface sites are left out of all these figures. Thermal motion is a small matter on this scale, since $k_BT$ at 300 K is 0.026 eV, 68 times smaller than $U/2$. To use the spectrum for atoms reaching a growing film, one must also require that they cross the gas without collisions. The numerical output lists the remaining values.

## Computed results

```
surface binding energy U (rough, copper): 3.50 eV
cascade energy E0: 1000 eV
simulated bulk cascades: 3000
energy bin (eV), collisions per cascade: counted, formula; mean cosine: same
     3.5-   7.1   289.633  289.609    0.070  0.070
     7.1-  14.4   143.210  142.831    0.099  0.099
    14.4-  29.2    70.381   70.442    0.141  0.141
    29.2-  59.2    34.603   34.741    0.201  0.201
    59.2- 120.0    17.174   17.134    0.288  0.286
   120.0- 243.2     8.412    8.450    0.406  0.407
   243.2- 493.2     4.193    4.167    0.578  0.579
   493.2-1000.0     2.052    2.055    0.827  0.825
octave count ratios, soft sharing (2 expected): 2.001 2.010
atoms that crossed the barrier: 850358
largest cumulative gap, energy, all angles: 0.0013
largest cumulative gap, energy, cos > 0.8: 0.0026
largest cumulative gap, energy, cos < 0.4: 0.0018
largest cumulative gap, angle: 0.0018
maximum of the spectrum, formula: 1.750 eV = 0.06431 hartree
maximum of the spectrum, counted atoms: 1.737 eV
density-weighted maximum: counted 0.683, U/5 = 0.700 eV
speed-axis maximum: counted 3.562, U = 3.500 eV
copper speed at energy U/2: 2.305 km/s
half-maximum energies: 0.343 and 7.000 eV
full width at half maximum: 6.657 eV
fraction of atoms below U/2: 0.1119
median energy: formula 8.350, counted 8.366 eV
mean energy: formula 29.34, counted 29.37 eV
direction-blind barrier, counts in steps of U/4 from zero:
  342974 228522 163372 122448 95275 76472 62343 51780
mean cosine at inside energy 1.5 U: 0.0725
repulsion prefactor (rough): 20 keV
local exponent m at 1.5 U: 0.1119
maximum with energy-dependent core: 1.972 eV
maximum from U/(2(1-m)): 1.970 eV
maximum with 1.0 eV lost per displaced atom: 2.095 eV
half-space, escaped atoms counted: 90652
half-space maximum: 1.765 +- 0.023 eV
half-space median energy: 7.257 eV
half-space mean energy: 14.47 eV
thermal energy kT at 300 K: 0.0259 eV
ratio of U/2 to kT: 67.7
```
